# Lanczos Recursion for the Full Bethe-Salpeter Hamiltonian in Its Positive Metric

## One electron-hole pair

Take a single electron-hole pair with real numbers $R$ (resonant energy), $C$ (coupling to the de-excitation) and $p>0$ (transition dipole; its sign is a phase choice and drops out of the response, which is quadratic in $p$). The Bethe-Salpeter Hamiltonian beyond the Tamm-Dancoff approximation is

$$H=\begin{pmatrix}R&C\\-C&-R\end{pmatrix}=F\bar H,\quad F=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \bar H=\begin{pmatrix}R&C\\C&R\end{pmatrix}.$$

$H$ is not symmetric for $C\neq0$, so the Lanczos method in the ordinary scalar product does not apply. $\bar H$ is symmetric with eigenvalues $R\pm C$. If both are positive, $(x,y)=x^T\bar Hy$ is a scalar product, and $H$ is symmetric in it because $\bar HH=\bar HF\bar H$ is a symmetric matrix.

The response function is $G(z)=P^T(z-H)^{-1}FP$ with $P=(p,p)$. The start vector $v=FP=p(1,-1)$ has $\bar Hv=(R-C)v$, so $\|v\|^2=2p^2(R-C)$ and $q_0=(1,-1)/\sqrt{2(R-C)}$. Then $Hq_0=F\bar Hq_0=\sqrt{(R-C)/2}\,(1,1)$. Since $\bar H(1,1)=(R+C)(1,1)$, this vector is orthogonal to $q_0$ and has squared norm $b_1^2=(R-C)(R+C)=\Omega^2$, which gives $q_1=(1,1)/\sqrt{2(R+C)}$. Likewise $Hq_1=\sqrt{(R+C)/2}\,(1,-1)=b_1q_0$. In the basis $q_0,q_1$ the Hamiltonian is the symmetric matrix $T$ with zero diagonal and off-diagonal $\Omega$, and

$$(z-H)^{-1}v=\|v\|\,\frac{z\,q_0+\Omega\,q_1}{z^2-\Omega^2}.$$

The left vector $P$ is not proportional to $q_0$ and it enters through the ordinary product, so the projections $c_0=P^Tq_0=0$ and $c_1=P^Tq_1=2p/\sqrt{2(R+C)}$ are needed. They give

$$G(z)=\frac{\|v\|c_1\Omega}{z^2-\Omega^2}=\frac{2p^2(R-C)}{z^2-\Omega^2}.$$

For $|C|>|R|$ the square $b_1^2$ is negative, the metric is indefinite and $\Omega$ is imaginary.

## The general problem and its metric

Rydberg units are used: $\hbar=1$, $e^2=2$, electron mass $1/2$, lengths in bohr. For $N$ pairs in the optical limit, with a static kernel,

$$H=\begin{pmatrix}R&C\\-C^*&-R^*\end{pmatrix},\qquad \bar H=FH=\begin{pmatrix}R&C\\C^*&R^*\end{pmatrix},$$

with $R=R^\dagger$, $C=C^T$, and $F=\mathrm{diag}(1,-1)$ in blocks. These two conditions make $\bar H$ Hermitian. The dipole vector of a direction is $P=(p,p^*)$, with $p_{ia}=\sqrt2\langle a|r|i\rangle$ for closed-shell singlets when the row index $ia$ of $R$ labels the bra of the excitation $i\to a$, and the polarizability is

$$\alpha_{P'P}(z)=-e^2G(z),\qquad G=P'^\dagger(z-H)^{-1}FP,\qquad z=\omega+i\eta.$$

Assume that $\bar H$ is positive definite. This is a stability condition on the reference state and the kernel, not a consequence of the block structure. Define $(x,y)=x^\dagger\bar Hy$. From $H^\dagger=\bar HF$ follows $(Hx,y)=x^\dagger\bar HF\bar Hy=(x,Hy)$. The matrix $\bar H^{1/2}H\bar H^{-1/2}=\bar H^{1/2}F\bar H^{1/2}$ is Hermitian and invertible, so $H$ has real nonzero eigenvalues $\lambda$ and a complete set of $\bar H$-orthogonal eigenvectors $x$. $H$ is also self-adjoint in the form $x^\dagger Fy$, but that form is indefinite and $v^\dagger Fv=p^\dagger p-p^Tp^*=0$ for $v=FP$, so the start vector cannot be normalized in it.

For an eigenvector $\bar Hx=FHx=\lambda Fx$, hence $x^\dagger\bar Hx=\lambda\,x^\dagger Fx$ and $x^\dagger\bar HFP=\lambda\,x^\dagger P$. The first relation fixes the sign of $x^\dagger Fx$ as that of $\lambda$. Inserting $1=\sum_x xx^\dagger\bar H/(x^\dagger\bar Hx)$ and normalizing $|x^\dagger Fx|=1$ gives, for $P'=P$,

$$G(z)=\sum_x\frac{\mathrm{sgn}(\lambda)\,|P^\dagger x|^2}{z-\lambda}.$$

The antilinear map $J(x,y)=(y^*,x^*)$ pairs the eigenvalues. Direct evaluation gives $J\bar H(x,y)=(Cx^*+Ry^*,\,R^*x^*+C^*y^*)=\bar HJ(x,y)$ and $JF(x,y)=(-y^*,x^*)=-FJ(x,y)$, so $JH=-HJ$ and $Jx$ belongs to $-\lambda$. Because $JP=P$ and $(Ja)^\dagger(Jb)=(a^\dagger b)^*$, both members of a pair have the same weight $|\mu_k|^2=|P^\dagger x_k|^2$, and

$$\alpha(z)=e^2\sum_{\Omega_k>0}\frac{2\Omega_k|\mu_k|^2}{\Omega_k^2-z^2},$$

the sum-over-states form. The oscillator strength along the chosen direction, $2m\Omega|\mu|^2/\hbar^2$, is $f_k=\Omega_k|\mu_k|^2$ in these units.

## The recurrence

Set $q_0=v/\|v\|$, with all norms in the metric $\bar H$, and

$$b_{j+1}q_{j+1}=Hq_j-a_jq_j-b_jq_{j-1},\qquad a_j=(q_j,Hq_j),$$

with $b_0=0$ and $b_{j+1}>0$ chosen so that $\|q_{j+1}\|=1$. Suppose $q_0,\dots,q_j$ are orthonormal. The right side is orthogonal to $q_j$ by the choice of $a_j$. It is orthogonal to $q_{j-1}$ because $(q_{j-1},Hq_j)=(Hq_{j-1},q_j)=b_j$. For $i<j-1$, $(q_i,Hq_j)=(Hq_i,q_j)=0$ because $Hq_i$ lies in the span of $q_0,\dots,q_{i+1}$. With $Q=(q_0,\dots,q_{m-1})$ and $T$ the real $m\times m$ tridiagonal matrix of the $a_j$ and $b_j$,

$$Q^\dagger\bar HQ=1,\qquad HQ=QT+b_mq_me_{m-1}^T.\tag{1}$$

The metric costs no extra matrix product. The norm of the new vector $r$ needs $\bar Hr$, and $w_{j+1}=\bar Hr/b_{j+1}$ supplies the next $Hq_{j+1}=Fw_{j+1}$.

The diagonal vanishes when the start vector has definite parity under $J$. Here $Jv=JFP=-FP=-v$. Suppose $Jq_i=s_iq_i$ with $s_i=(-1)^{i+1}$ for $i\le j$. Then $w_j=\bar Hq_j$ has parity $s_j$, so its two halves are $u$ and $s_ju^*$, and

$$a_j=q_j^\dagger\bar HF\bar Hq_j=w_j^\dagger Fw_j=u^\dagger u-u^Tu^*=0.$$

The vector $Hq_j$ has parity $-s_j$, as has $q_{j-1}$, and the $b$ are real, so $s_{j+1}=-s_j$ and the induction closes. Each vector is $q_j=(x_j,s_jx_j^*)$, the upper half of $\bar Hq_j$ is $u_j=Rx_j+s_jCx_j^*$, and $q^\dagger\bar Hq=x^\dagger u+x^Tu^*=2\,\mathrm{Re}\,x^\dagger u$. The algorithm runs on vectors of length $N$. Starting from $r=p$, $s=-1$, $x_{-1}=0$, one step is:

1. $u=Rr+sCr^*$ and $\beta^2=2\,\mathrm{Re}\,r^\dagger u$; stop if $\beta^2\le0$. The first $\beta$ is $\|v\|$, the later ones are $b_1,b_2,\dots$
2. $x_j=r/\beta$, $u_j=u/\beta$; store any projections of $x_j$.
3. $r=u_j-b_jx_{j-1}$, $s\to-s$.

For real matrices step 1 applies $R-C$ and $R+C$ in turn. On a complex random model with six pairs the largest $|a_j|$ of the full-length recurrence is $1.4\times10^{-15}$ Ry, whereas the start vector $(p,0)$, which has no parity, gives $a_0=1.7262$ Ry.

## The projections

Approximate $(z-H)^{-1}v$ by $y_m=\|v\|Q(z-T)^{-1}e_0$. Then

$$G_m(z)=\|v\|\sum_{j<m}c'_j\,[(z-T)^{-1}]_{j0},\qquad c'_j=P'^\dagger q_j.\tag{2}$$

Since $P'^\dagger q_j=(\bar H^{-1}P',q_j)$, the projections are, up to conjugation, the components of $\bar H^{-1}P'$ in the Lanczos basis, obtained without solving a linear system. With half-length vectors $c'_j=p'^\dagger x_j+s_j(p'^\dagger x_j)^*$, which is real for odd $j$, imaginary for even $j$, and zero for even $j$ if all quantities are real.

For $P'=P$ the projections need not be computed from the vectors. Multiply the recurrence by $P^\dagger$ and use $P^\dagger Hq_j=(FP)^\dagger\bar Hq_j=(v,q_j)=\|v\|\delta_{j0}$:

$$b_{j+1}c_{j+1}+a_jc_j+b_jc_{j-1}=\|v\|\,\delta_{j0},\qquad c_0=P^\dagger FP/\|v\|.\tag{3}$$

This holds for any $P$, with or without parity. For $P=(p,p^*)$, $c_0=0$ and $a_j=0$, so

$$c_{\rm even}=0,\qquad c_1=\|v\|/b_1,\qquad c_{j+1}=-b_jc_{j-1}/b_{j+1}\ \ (j=2,4,\dots).$$

For $P'\ne P$ the right side of (3) becomes $(FP',q_j)$, which is not known from the $b_j$, and the $c'_j$ are accumulated in step 2 at the cost of one dot product each.

## Even and odd truncation

Rows $j=0,\dots,m-1$ of (3) read $Tc=\|v\|e_0-b_mc_me_{m-1}$, with $c=(c_0,\dots,c_{m-1})$. For even $m$, $c_m=0$. Expanding the determinant along the last row gives $\det T_m=-b_{m-1}^2\det T_{m-2}$, with $\det T_1=0$ and $\det T_2=-b_1^2$, so $T$ is invertible for even $m$ and singular for odd $m$. For even $m$, $c=\|v\|T^{-1}e_0$, and its first component gives $(T^{-1})_{00}=0$. The identity $T^{-1}(z-T)^{-1}=z^{-1}[T^{-1}+(z-T)^{-1}]$ turns (2) into $G_m=\|v\|^2[(z-T)^{-1}]_{00}/z$. Let $D_j$ be the determinant of $z-T$ with the first $j$ rows and columns removed. Cramer's rule gives $[(z-T)^{-1}]_{00}=D_1/D_0$, and expansion along the first row gives $D_j=zD_{j+1}-b_{j+1}^2D_{j+2}$. Dividing by $D_{j+1}$ and iterating,

$$G_m(z)=\frac{\|v\|^2}{z}\;\cfrac{1}{z-\cfrac{b_1^2}{z-\cfrac{b_2^2}{\ddots\;-\cfrac{b_{m-1}^2}{z}}}}\qquad(m\ \text{even}).\tag{4}$$

The matrix $\mathrm{diag}((-1)^j)$ maps $T$ to $-T$ and leaves $e_0$ fixed, so the eigenvalues of $T$ come in pairs $\pm\theta_k$ with equal first components squared, $S_{0k}^2$. Adding $1/(z-\theta)+1/(z+\theta)=2z/(z^2-\theta^2)$,

$$\alpha_m(z)=e^2\sum_{\theta_k>0}\frac{2\|v\|^2S_{0k}^2}{\theta_k^2-z^2}.$$

Comparison with the sum over states gives $f_k=\|v\|^2S_{0k}^2\ge0$ and $\sum_kf_k=\|v\|^2/2$ at each even $m$. Since $\mathrm{Im}\,z^2=2\omega\eta>0$, $\mathrm{Im}\,\alpha_m>0$ for $\omega>0$: the truncated absorption does not go negative.

For odd $m$ the forms (2) and (4) differ. The null vector $n$ of $T$ obeys $b_jn_{j-1}+b_{j+1}n_{j+1}=0$; row 0 forces $n_1=0$ and hence all odd components, while $n_0\ne0$. Form (4) therefore has a false pole $z^{-2}$, and form (2) has none because $c$ lives on odd indices and $c^Tn=0$. For $m=3$, $\det(z-T)=z(z^2-b_1^2-b_2^2)$, the cofactors for the elements $00$ and $10$ are $z^2-b_2^2$ and $b_1z$, and

$$G_3^{(4)}=\frac{\|v\|^2(z^2-b_2^2)}{z^2(z^2-b_1^2-b_2^2)},\qquad G_3^{(2)}=\frac{\|v\|^2}{z^2-b_1^2-b_2^2}.$$

On the random model, lowering $z$ from $10^{-3}$ to $10^{-4}$ Ry multiplies the first by 100.00 and the second by 1.000000.

## Truncation error

**Moments.** For $|z|$ beyond the spectrum, $G=\sum_n\mu_nz^{-n-1}$ with $\mu_n=P'^\dagger H^nv$, and $G_m$ has moments $\|v\|c'^TT^ne_0$. A tridiagonal matrix moves the index by at most one, so $e_{m-1}^TT^ke_0$ is zero for $k<m-1$ and $b_1\cdots b_{m-1}$ for $k=m-1$. Repeated use of (1) gives $H^nv=\|v\|QT^ne_0$ for $n\le m-1$ and $H^mv=\|v\|(QT^me_0+\Pi_mq_m)$ with $\Pi_m=b_1\cdots b_m$. For general $P'$ the moments are reproduced for $n\le m-1$, with defect $\|v\|\Pi_mc'_m$ at $n=m$. For $P'=P$, $\mu_0=0$ and $\mu_n=(v,H^{n-1}v)$, while for even $m$ the approximate moment is $\|v\|^2(T^{n-1})_{00}$. Splitting $(v,H^{r+s}v)=(H^rv,H^sv)$ with $r\le m$, $s\le m-1$, the $q_m$ term drops by orthogonality, so the moments agree for $n-1\le2m-1$. At $r=s=m$ the defect is $\|v\|^2\Pi_m^2$. Both ranges and both defects are tested on the random model at $m=4$.

**Finite frequency.** From (1), $(z-H)y_m=v-\|v\|b_m\rho_mq_m$ with $\rho_m(z)=[(z-T)^{-1}]_{m-1,0}=b_1\cdots b_{m-1}/\det(z-T)$. Applying $P'^\dagger(z-H)^{-1}$,

$$G-G_m=\|v\|b_m\rho_m\,P'^\dagger(z-H)^{-1}q_m.\tag{5}$$

The resolvent of a self-adjoint operator has norm at most $1/\eta$, and $\|\bar H^{-1}P'\|^2=P'^\dagger\bar H^{-1}P'$, so $|G-G_m|\le\|v\|b_m|\rho_m|(P'^\dagger\bar H^{-1}P')^{1/2}/\eta$. For $P'=P$ and even $m$ the last factor of (5) is itself small. With $H^{-1}=\bar H^{-1}F$ one has $\bar H^{-1}P=H^{-1}v$, and the identity used for $T$ gives

$$P^\dagger(z-H)^{-1}q_m=z^{-1}\big[(v,H^{-1}q_m)+(v,(z-H)^{-1}q_m)\big].$$

The first term is $v^\dagger Fq_m=c_m=0$. The second is $((z^*-H)^{-1}v,q_m)$, where $(z^*-H)^{-1}v=y_m(z^*)+\|v\|b_m\rho_m(z^*)(z^*-H)^{-1}q_m$, $(y_m,q_m)=0$, and $\rho_m(z^*)^*=\rho_m(z)$ because $T$ is real. Hence

$$G-G_m=\frac{\|v\|^2b_m^2\rho_m^2}{z}\,(q_m,(z-H)^{-1}q_m),\qquad |G-G_m|\le\frac{\|v\|^2b_m^2|\rho_m|^2}{|z|\eta}.\tag{6}$$

In exact arithmetic the bound on the diagonal error is quadratic in the computable residual $b_m\rho_m$ and the bound on the off-diagonal error is linear. Neither bound need fall monotonically with $m$, since $\det(z-T)$ is small when an eigenvalue of $T$ lies near $\omega$.

**Static limit.** $G(0)=-P^\dagger H^{-1}FP=-P^\dagger\bar H^{-1}P=-\|H^{-1}v\|^2$. For even $m$, $T^{-1}e_0\|v\|=c$ in (2) gives

$$\alpha_m(0)=e^2\sum_{j<m}c_j^2,\qquad \alpha_{P'P,m}(0)=e^2\sum_{j<m}c'_jc_j.$$

The $c_j$ are the components of $H^{-1}v$, so by the Bessel inequality the diagonal sum rises with $m$ and does not exceed $\alpha(0)$, which it equals once the vectors span the whole Krylov space. The deficit is $e^2$ times the squared distance of $H^{-1}v$ from the span of the odd vectors, which is the span of $Hv,H^3v,\dots,H^{m-1}v$. The difference of $H^{-1}v$ and an element of that span is $\pi(H^2)H^{-1}v$, with $\pi$ any polynomial of degree $k=m/2$ and $\pi(0)=1$. Take the Chebyshev polynomial $\mathcal T_k$ mapped to $[\Omega_1^2,\Omega_{\max}^2]$ and divided by its value at zero, of modulus $\mathcal T_k(\xi)$ with $\xi=(\Omega_{\max}^2+\Omega_1^2)/(\Omega_{\max}^2-\Omega_1^2)$. Then $|\pi|\le1/\mathcal T_k(\xi)$ on the spectrum, $\mathcal T_k(\xi)\ge\frac12(\xi+\sqrt{\xi^2-1})^k$, and $\xi+\sqrt{\xi^2-1}=(\Omega_{\max}+\Omega_1)/(\Omega_{\max}-\Omega_1)$, so

$$0\le\frac{\alpha(0)-\alpha_m(0)}{\alpha(0)}\le4\left(\frac{\Omega_{\max}-\Omega_1}{\Omega_{\max}+\Omega_1}\right)^m.\tag{7}$$

The off-diagonal sum has terms of either sign and is no bound.

**Rounding.** In floating point the recurrence (1) holds to rounding at each step, but global orthogonality is lost. Equation (5) uses the recurrence alone and survives. Equations (3) and (6) use orthogonality to earlier vectors, so late computed projections $P^\dagger q_j$ may depart from (3); the static sums then take $c_j$ from the $b_j$, for which $Tc=\|v\|e_0$ holds by construction. That $\rho_m$ still decays is not proved here; the example shows only that the error of $\alpha_m$ decays in one case.

## An indefinite metric

The orthogonality proof used that $\bar H$ is Hermitian and that each $\beta^2$ is positive. If this went on for $2N$ vectors, $Q$ would be square with $Q^\dagger\bar HQ=1$, so $\bar H=(QQ^\dagger)^{-1}$ would be positive definite. With an indefinite $\bar H$ the recurrence in exact arithmetic must therefore meet $\beta^2\le0$ within $2N$ vectors, either through a negative or zero $\beta^2$ with $r\neq0$ or because $r=0$ when the Krylov space closes early. The second case is no warning, since a stable problem closes in the same way. If the unstable directions lie in a symmetry block that the dipole does not reach, a floating-point run can continue on rounding noise past $2N$ vectors with every $\beta^2$ positive. The warning can come late: in a three-pair model with an eigenvalue of imaginary part 1.0120 Ry it appears at $j=5$, the last of six vectors. Positive $b_j^2$ over a short run do not prove stability. Nor does a real spectrum imply a positive metric: $C=0$ with $R$ diagonal and of mixed sign has real eigenvalues $\pm R_{ii}$ and an indefinite $\bar H$.

## Example: formic acid

The molecule is planar syn HCOOH at a rounded near-equilibrium geometry with C=O along $x$ (bonds 2.27, 2.54, 2.07, 1.83 bohr), in the 6-31G* basis of 46 functions. With real orbitals,

$$R_{ia,jb}=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W(ij|ab),\qquad C_{ia,jb}=2(ia|jb)-W(ib|ja).$$

The energies are linearized $G_0W_0$ on Hartree-Fock (HOMO $-0.8350$, LUMO $0.2830$ Ry), $W$ is the static RPA screened interaction built from Hartree-Fock energies, and three core orbitals are left out of the pair space, leaving $N=306$. This level omits diffuse functions, dynamical screening in the Bethe-Salpeter kernel, self-consistency and nuclear motion; the reference for all errors is dense diagonalization of the same $H$. The digits quoted below serve that comparison and are not converged properties of the molecule. In the 6-31+G*, aug-cc-pVDZ and cc-pVTZ bases the same scheme gives $\alpha_{xx}=22.6$, 23.5 and 21.1 bohr³ (19.0 here), $\alpha_{yx}=-0.98$, $-0.91$ and $-0.64$ bohr³ ($-0.47$ here), a HOMO at $-0.846$, $-0.851$ and $-0.873$ Ry, a lowest state at 0.463, 0.465 and 0.460 Ry (0.450 here), a first bright $x$-polarized state at 0.647, 0.637 and 0.660 Ry with $f_{xx}=0.21$, 0.18 and 0.29 (0.667 Ry and 0.36 here), and a Tamm-Dancoff excess in $\alpha_{xx}$ of 21, 21 and 23% (26% here). The factor $\sqrt2$ and the Rydberg scaling of energies and integrals are tested separately ($e^2$ multiplies both sides of the comparison and is not tested by it): with Hartree-Fock energies, the bare interaction and all orbitals, the static sums give $\alpha_{xx}=19.3624$ and $\alpha_{yx}=-0.4377$ bohr³, against $19.3624$ and $-0.4376$ bohr³ from finite-field Hartree-Fock.

For real matrices the vectors $(x,\pm x)$ block-diagonalize $\bar H$ into $R\pm C$, whose lowest eigenvalues are 0.4742 and 0.4255 Ry, so the metric is positive. From $\|v\|^2=35.4513$ Ry bohr², $\|v\|=5.9541$, and the first $b_j$ in the numerical output, the projections in bohr Ry$^{-1/2}$ are

$$c_1=\frac{5.9541}{3.6265}=1.6418,\quad c_3=-\frac{3.6230}{4.5303}c_1=-1.3130,\quad c_5=-\frac{3.9752}{4.8433}c_3=1.0777,$$

equal to the dot products $P^\dagger q_j$; the agreement is tested for the first twenty vectors. The static sums are $\alpha_{xx,2}=2(1.6418)^2=5.391$ and $\alpha_{xx,4}=2(2.6955+1.7240)=8.839$ bohr³, rising to 19.003 at $m=50$ against the dense 19.018 bohr³. The deficit relative to the dense value is $0.0149/19.018=7.8\times10^{-4}$. The bound (7) with $\Omega_1=0.450$ and $\Omega_{\max}=8.989$ Ry is $4(8.539/9.439)^{50}=0.027$; it is loose in part because the lowest state carries $f_{xx}$ below $10^{-6}$. The off-diagonal element needs the stored $c'_j$. At $m=8$,

$$\alpha_{yx,8}=2\,(0.0174\cdot1.6418-0.0156\cdot1.3130-0.1530\cdot1.0777-0.2047\cdot0.9934)=-0.720,$$

after $+0.057$ at $m=2$; it passes $-0.393$ at $m=50$ and settles at $-0.474$ bohr³, from both sides.

The spectrum, at $\eta=0.03$ Ry in the window 0.4 to 1.2 Ry, converges later. The errors below are the largest $|\alpha_m-\alpha|$ in the window relative to the largest $|\alpha|$ of the same component, from the half-length algorithm without reorthogonalization, with (4) for $xx$ and (2) for $yx$.

| $m$ | $xx$ | $yx$ |
|---|---|---|
| 20 | 2.6 | 1.0 |
| 100 | 0.28 | 1.1 |
| 200 | 0.016 | 0.26 |
| 400 | $1.2\times10^{-13}$ | $5.2\times10^{-9}$ |
| 800 | $1.2\times10^{-13}$ | $3.7\times10^{-13}$ |

At $m=100$, 200 and 400 the $yx$ error exceeds the $xx$ error. These errors are relative to a different maximum for each component, whereas (5) and (6) bound absolute errors. Moreover, $\rho_m$ was not computed and (6) assumes an orthogonality that this run lacks, so the table does not test those forms. The $xx$ error at $m=20$ exceeds its value 0.93 at $m=8$; (6) permits this, since its bound need not fall monotonically with $m$. The errors at $m=3000$ equal those at $m=800$. Three thousand vectors in a space of dimension 612 cannot be orthogonal, so here the loss of orthogonality has not spoiled the final accuracy of either form; the table does not show how much it delays convergence. The space that matters is smaller still: the molecular plane is a mirror plane, and a dipole in the plane couples only to the 188 pairs that are even under reflection, which leaves dimension 376. The row $m=400$ already exceeds this, so its small error is not a sign of convergence in a few steps. For real matrices each step is one product with $R-C$ or $R+C$, about $2N^2$ operations, so 400 steps take $7.5\times10^7$. A dense $2N\times2N$ diagonalization takes several times $(2N)^3=2.3\times10^8$, but real matrices also allow a reduction to a symmetric $N\times N$ problem at several times $N^3=2.9\times10^7$, and against that the recurrence has no clear advantage here. The gain grows with the pair space if the required $m$ grows more slowly than $N$.

With reorthogonalization and $m=370$, the eigenvalues of $T$ and $f_k=\|v\|^2S_{0k}^2$ reproduce the three lowest $x$-allowed states of the dense calculation: 0.667, 0.777 and 0.859 Ry (9.08, 10.57, 11.69 eV) with $f_{xx}=0.358$, 0.026 and 0.247. Setting $C=0$ (Tamm-Dancoff) gives, in energy order, 0.694, 0.786 and 0.865 Ry with strengths 0.3925, 0.0561 and 0.2904; the first moves up by 0.026 Ry, or 0.36 eV. For the lowest state overall the direction is a theorem: $Fx=\lambda^{-1}\bar Hx$ with positive $\bar H$ makes $1/\Omega_1$ the maximum of $x^\dagger Fx/x^\dagger\bar Hx$, and the trial vector $(X,0)$ gives $X^\dagger X/X^\dagger RX$, so $\Omega_1$ cannot exceed the lowest eigenvalue of $R$. The values are 0.4504 and 0.4525 Ry.

The total strength is $\|v\|^2/2=p^T(R-C)p=17.73$ against $p^TRp=23.61$ without coupling, so $p^TCp=5.88$. The static value $2e^2p^T(R+C)^{-1}p=19.02$ bohr³ compares with $2e^2p^TR^{-1}p=23.93$ bohr³, which is 26% higher relative to the full result. The cross section $\sigma=4\pi\omega\,\mathrm{Im}\,\alpha/c$, with $c=274.072$ in these units, is largest in the window at 1.140 Ry (15.5 eV), where $\sigma_{xx}=4\pi\cdot1.140\cdot66.59/274.07=3.48$ bohr². Height and position depend on the chosen $\eta$ and on the discrete states of a small basis: the largest value in the window is 1.9 bohr² at 1.146 Ry in 6-31+G*, 1.7 bohr² at 1.02 Ry in cc-pVTZ, and 2.2 bohr² at the upper edge of the window in aug-cc-pVDZ.

## Calculated quantities

```
model: odd m=3, |G(1e-4 Ry)/G(1e-3 Ry)| fraction 100.00, projected 1.000000
model: max|a_j| start FP 1.4e-15 Ry; a_0 start (p,0) 1.7262 Ry
unstable model: max Im(lambda) 1.0120 Ry, b^2<=0 at vector j=5
HCOOH bonds C=O 2.27 C-O 2.54 C-H 2.07 O-H 1.83 bohr
angles OCO 125.0 HC=O 124.0 COH 106.0 deg; basis 6-31G*, 46 functions
TDHF Lanczos alpha_xx 19.3624 alpha_yx -0.4377 bohr^3
finite field (0.002 Ry/bohr) alpha_xx 19.3624 alpha_yx -0.4376 bohr^3
HF HOMO -0.9360 LUMO 0.3545 Ry; G0W0 HOMO -0.8350 LUMO 0.2830 Ry
pairs 306; lowest eigenvalue R+C 0.4742 Ry, R-C 0.4255 Ry
largest excitation 8.989 Ry; eta 0.03 Ry; window 0.4-1.2 Ry
|v|^2 35.4513 Ry bohr^2; sum of f_xx = |v|^2/2 = 17.7257
b_1..b_6 (Ry): 3.6265 3.6230 4.5303 3.9752 4.8433 4.6610
c_1,3,5,7 left x (bohr/Ry^0.5): 1.6418 -1.3130 1.0777 -0.9934
c'_1,3,5,7 left y (bohr/Ry^0.5): 0.0174 0.0156 -0.1530 0.2047
m | alpha_xx(0) alpha_yx(0) bohr^3 | max rel. error in window xx, yx (no reorth.)
    2 | 5.39122 0.05730 | 9.7e-01 1.0e+00
    4 | 8.83929 0.01632 | 9.5e-01 1.0e+00
    8 | 13.13580 -0.72017 | 9.3e-01 1.0e+00
   20 | 17.68208 -0.48003 | 2.6e+00 1.0e+00
   50 | 19.00296 -0.39318 | 8.8e-01 2.3e+00
  100 | 19.01782 -0.47501 | 2.8e-01 1.1e+00
  200 | 19.01782 -0.47383 | 1.6e-02 2.6e-01
  400 | 19.01782 -0.47383 | 1.2e-13 5.2e-09
  800 | 19.01782 -0.47383 | 1.2e-13 3.7e-13
 3000 | 19.01782 -0.47383 | 1.2e-13 3.7e-13
dense | 19.01782 -0.47383 bohr^3
lowest state of any symmetry: full 0.4504 Ry, TDA 0.4525 Ry
x-allowed states; Lanczos with reorthogonalization, m=370
 dense 0.66721 Ry f_xx 0.3584 | Lanczos 0.66721 Ry f_xx 0.3584
   = 9.078 eV | TDA 0.69361 Ry = 9.437 eV f_xx 0.3925
 dense 0.77700 Ry f_xx 0.0264 | Lanczos 0.77700 Ry f_xx 0.0264
   = 10.572 eV | TDA 0.78551 Ry = 10.687 eV f_xx 0.0561
 dense 0.85892 Ry f_xx 0.2466 | Lanczos 0.85892 Ry f_xx 0.2466
   = 11.686 eV | TDA 0.86453 Ry = 11.763 eV f_xx 0.2904
TDA alpha_xx(0) 23.9276 bohr^3, sum of f_xx 23.6081
c 274.072 bohr Ry/hbar; peak in window at 1.140 Ry = 15.51 eV
there Im alpha_xx 66.590 bohr^3, sigma_xx 3.4807 bohr^2
```
